# Neutral-donor limit of the electron mobility in silicon

## Problem

A silicon crystal contains $N=10^{17}\ \mathrm{cm^{-3}}$ neutral shallow donors and is cold enough for nearly all of them to keep their electron. The few electrons in the conduction band are scattered by these neutral centres. Erginsoy's formula gives the scattering rate as

$$\frac1\tau=\frac{20\,\hbar a N}{m},\qquad a=\frac{4\pi\epsilon\hbar^2}{me^2},$$

where $m=0.26\,m_0$ is the effective mass, $\epsilon=11.7\,\epsilon_0$ the permittivity and $e>0$ the elementary charge.

1. Estimate the mobility by scaling, without using the factor 20.
2. Show that the formula limits the mobility to roughly $3200\ \mathrm{cm^2/Vs}$.
3. Find where the factor 20 comes from, and decide under what conditions the limit applies. Take 30 K as the working temperature.

## First estimate by scaling

The length $a$ is the Bohr radius of the donor. To see this, insert $\psi=e^{-r/a}$ into the Schrödinger equation of an electron bound to one positive charge in the crystal. Since $\nabla^2\psi=(1/a^2-2/ar)\psi$,

$$-\frac{\hbar^2}{2m}\left(\frac1{a^2}-\frac2{ar}\right)-\frac{e^2}{4\pi\epsilon r}=E .$$

The terms in $1/r$ must cancel, so $\hbar^2/(ma)=e^2/(4\pi\epsilon)$, which is the stated $a$. The rest gives $E=-\mathrm{Ry}^*$ with $\mathrm{Ry}^*=\hbar^2/(2ma^2)$. Compared with hydrogen, the radius is larger by $11.7/0.26=45$:

$$a=45\times0.0529\ \mathrm{nm}=2.38\ \mathrm{nm},\qquad \mathrm{Ry}^*=25.8\ \mathrm{meV}.$$

An electron of wave number $k$ has speed $v=\hbar k/m$ and meets scatterers of cross section $\sigma$ at the rate $1/\tau=Nv\sigma$. At energy $k_BT$ and 30 K, $ka=\sqrt{k_BT/\mathrm{Ry}^*}=\sqrt{2.585/25.84}=0.316$. The electron's reduced wavelength $1/k$ is therefore about three times the donor radius.

Two simple cross sections suggest themselves. A disc of radius $a$ has $\sigma=\pi a^2$. A slow wave, on the other hand, is scattered mainly in its spherically symmetric part, the s wave, whose cross section cannot exceed $4\pi/k^2$ (shown below). Lacking a reason to prefer either, take their geometric mean:

$$\sigma_{\rm est}=\sqrt{\pi a^2\cdot\frac{4\pi}{k^2}}=2\pi\,\frac ak .$$

This is a guess, but it has a useful property: the product $v\sigma_{\rm est}=2\pi\hbar a/m$ does not depend on speed. With the simple relation $\mu=e\tau/m$,

$$\mu_{\rm est}=\frac{e}{2\pi\hbar aN}.$$

Here $e/\hbar=1.519\times10^{15}\ \mathrm{V^{-1}s^{-1}}$ and $aN=2.381\times10^{-9}\times10^{23}=2.381\times10^{14}\ \mathrm{m^{-2}}$. The estimate is $1.0\ \mathrm{m^2/Vs}$, or about $10^4\ \mathrm{cm^2/Vs}$.

## Solution with Erginsoy's formula

### From the rate to the mobility

Let a weak field $\mathcal E$ act along $x$. The force on an electron is $-e\mathcal E$, so $\hbar\,dk_x/dt=-e\mathcal E$. In the steady state, the drift of the distribution $f$ through $k$ space is balanced by relaxation towards the equilibrium distribution $f_0$:

$$-\frac{e\mathcal E}{\hbar}\frac{\partial f_0}{\partial k_x}=-\frac{f-f_0}{\tau}.$$

On the left, $f$ has been replaced by $f_0$ because the field is weak. The electrons are few, so $f_0\propto e^{-E/k_BT}$, and $\partial E/\partial k_x=\hbar v_x$ gives $\partial f_0/\partial k_x=-\hbar v_xf_0/k_BT$. Therefore

$$f-f_0=-\frac{e\mathcal E\,\tau v_x}{k_BT}f_0 .$$

The mean velocity is $-e\mathcal E\langle v_x^2\tau\rangle/k_BT$, with the average taken over $f_0$. It points against the field, as it must for a negative charge. The mobility is its magnitude per unit field. For an isotropic band $\langle v_x^2\tau\rangle=\langle v^2\tau\rangle/3$, and

$$\mu=\frac{e\langle v^2\tau\rangle}{3k_BT}.$$

Erginsoy's $\tau$ does not depend on energy and leaves the average. Equipartition, $\langle v^2\rangle=3k_BT/m$, then gives $\mu=e\tau/m$. Inserting $\tau=m/(20\hbar aN)$ cancels the explicit mass:

$$\mu_N=\frac{e}{20\,\hbar aN}=\frac{m e^3}{80\pi\epsilon\hbar^3N}.$$

The second form follows from the definition of $a$. In this model a heavier electron has a higher neutral-donor mobility, because it is bound in a smaller orbit and the donors are smaller targets.

### Numbers

The denominator, apart from $\hbar$, is $20aN=4.762\times10^{15}\ \mathrm{m^{-2}}$. Hence

$$\mu_N=\frac{1.519\times10^{15}}{4.762\times10^{15}}\ \mathrm{m^2/Vs}=0.319\ \mathrm{m^2/Vs}=3190\ \mathrm{cm^2/Vs},$$

which is the required value of roughly $3200\ \mathrm{cm^2/Vs}$. The relaxation time is $\tau=0.47$ ps. Integrating the thermal average numerically at 10 K and at 30 K returns $3190\ \mathrm{cm^2/Vs}$ both times, as expected for a constant $\tau$.

## Comparison, and the origin of the 20

The estimate has the same dependence on $a$ and $N$ as the formula, but is too high by $20/2\pi=3.2$. The whole difference lies in the number $C=\sigma k/a$, which is $2\pi$ in the guess and 20 in the formula. To find $C$, one has to scatter a slow electron from a hydrogen-like atom.

### The s-wave cross section

Far from the atom, the s-wave radial function is $\sin(kr+\delta)$ instead of the free $\sin kr$. The identity

$$\sin(kr+\delta)=e^{-i\delta}\left[\sin kr+e^{i\delta}\sin\delta\,e^{ikr}\right]$$

separates the free wave from an outgoing one. The s-wave part of a plane wave is $\sin kr/kr$, so the scattered wave is $f_0^{\rm sc}e^{ikr}/r$ with amplitude $f_0^{\rm sc}=e^{i\delta}\sin\delta/k$. Integrating its square over all directions gives $\sigma=4\pi\sin^2\delta/k^2$, which cannot exceed $4\pi/k^2$.

The free and the bound electron both have spin ½. Of their four joint spin states one is a singlet and three are triplets. For unpolarized spins,

$$\sigma=\frac{4\pi}{k^2}\left[\tfrac14\sin^2\delta_s+\tfrac34\sin^2\delta_t\right].$$

### The phase shifts

Measure lengths in $a$ and energies in $\hbar^2/(ma^2)$. The bound orbital is $\phi=e^{-r}/\sqrt\pi$ with energy $-\tfrac12$, and the total energy is $-\tfrac12+\tfrac12k^2$. The static-exchange approximation keeps the atom in its ground orbital and respects the exchange symmetry:

$$\Psi=F(\mathbf r_1)\phi(\mathbf r_2)\pm\phi(\mathbf r_1)F(\mathbf r_2),$$

with plus for the singlet and minus for the triplet. Multiply the two-electron Schrödinger equation by $\phi(\mathbf r_2)$ and integrate over $\mathbf r_2$. In the first term, the energy of the bound electron cancels the $-\tfrac12$ in the total energy. In the second, each one-electron Hamiltonian acts on $\phi$ and gives $-\tfrac12$, leaving $-1-(-\tfrac12+\tfrac12k^2)=-\tfrac12(1+k^2)$. The result is

$$\left[-\tfrac12\nabla^2+V-\tfrac12k^2\right]F(\mathbf r)\pm\phi(\mathbf r)\int\phi(\mathbf r')\left[\frac1{|\mathbf r-\mathbf r'|}-\frac{1+k^2}2\right]F(\mathbf r')\,d^3r'=0 .$$

Here $V$ is the attraction of the nucleus plus the repulsion $\Phi$ of the bound charge cloud $\phi^2$. The repulsion satisfies $(r\Phi)''=-4\pi r\phi^2=-4re^{-2r}$. The solution that is finite at the origin and tends to $1/r$ far away is $r\Phi=1-(1+r)e^{-2r}$, so

$$V=-\frac1r+\Phi=-\left(1+\frac1r\right)e^{-2r}.$$

Solving this equation numerically for s waves gives $\sigma k/a=19.5,\ 23.7,\ 22.9,\ 21.1,\ 19.2$ at $ka=0.1,\ 0.2,\ 0.3,\ 0.4,\ 0.5$. In this approximation the product is nearly flat over a fivefold range of $k$, and 20 is a fair rounded value for it. The flatness at the low end is partly due to the approximation: adding the polarization of the atom as an adiabatic potential, which falls off as $-9/(4r^4)$, gives about 14, 20, 21, 20 and 18.5, so 20 remains fair from $ka=0.2$ to 0.5 but is too large at 0.1.

These numbers also show why the guess was low. At $ka=0.3$ the cross section is $22.9/0.3=76$ in units of $a^2$, while the disc has 3.1 and the s-wave ceiling is $4\pi/0.09=140$. The atom scatters at about half the ceiling. For such slow electrons its geometrical size is a poor guide.

### The first correction: p waves

Mobility is reduced by loss of forward momentum, so each deflection through an angle $\theta$ should be weighted with $1-\cos\theta$. For pure s waves the scattering is isotropic and the weight averages to one. With a p wave added, the amplitude in one spin state is

$$f_{\rm sc}=\frac1k\left[e^{i\delta_0}\sin\delta_0+3e^{i\delta_1}\sin\delta_1\cos\theta\right].$$

Integrate $(1-\cos\theta)|f_{\rm sc}|^2$ over directions, using the averages $\langle\cos^2\theta\rangle=\tfrac13$ and $\langle\cos\theta\rangle=\langle\cos^3\theta\rangle=0$:

$$\sigma_m=\frac{4\pi}{k^2}\left[\sin^2\delta_0+3\sin^2\delta_1-2\sin\delta_0\sin\delta_1\cos(\delta_0-\delta_1)\right]$$
$$\phantom{\sigma_m}=\frac{4\pi}{k^2}\left[\sin^2(\delta_0-\delta_1)+2\sin^2\delta_1\right].$$

With the same spin weights, $\sigma_mk/a$ becomes 19.6, 24.3, 24.7, 24.2 and 23.0 at the same five values of $ka$. Using $\sigma_m$ in the thermal average gives a mobility of about $2900\ \mathrm{cm^2/Vs}$ at 30 K and $2650\ \mathrm{cm^2/Vs}$ at 10 K, which is 9 % and 17 % below Erginsoy's value. This calculation is itself approximate: it leaves out d waves and the polarization of the atom by the passing electron. Higher partial waves change the static-exchange mobilities by less than 1 %. Adding the adiabatic polarization potential moves them to about $2700\ \mathrm{cm^2/Vs}$ at both temperatures, some 15 % below Erginsoy's value, so the difference between 10 K and 30 K is not reliable.

### Range in energy

The mobility average weights energies as $E^{3/2}e^{-E/k_BT}$ when $\tau$ is constant: $v^2$ supplies one power of $E$ and the density of states the other half. The mean energy with this weight is $\tfrac52k_BT$, or 6.5 meV at 30 K. That is also the energy at which $ka=0.5$, so at 30 K about two fifths of the weight lies above the range of $ka$ tabulated earlier. At the other end, a short-range scatterer has a finite cross section as $k\to0$, so $\sigma k/a$ must eventually fall to zero. The constant 20 therefore fails for extremely slow electrons too.

## When the limit applies

### The donors must be neutral

Let $n$ be the density of free electrons in a sample with $N$ donors in total and no acceptors. Then $n$ donors are ionized and $N-n$ are neutral. A neutral donor has two spin states, so the ratio of ionized to neutral donors is $\tfrac12e^{(E_D-E_F)/k_BT}$, with donor level $E_D$ and Fermi energy $E_F$. The free density is $n=N_ce^{(E_F-E_c)/k_BT}$, with $E_c$ the band edge and $N_c$ the effective density of band states. Multiplying the two relations removes $E_F$:

$$\frac{n^2}{N-n}=\frac{N_c}{2}\,e^{-E_b/k_BT},\qquad E_b=E_c-E_D .$$

For silicon, take a rough binding energy of 45 meV and six valleys with rough masses 0.19 and $0.92\,m_0$. The neutral fraction is then 99.97 % at 30 K, 87 % at 77 K and 4 % at 300 K. This counts only the lowest donor level; the other 1s levels of a phosphorus donor, roughly 12 meV higher, raise the figures at 77 K and 300 K to about 90 % and 13 %, and the 2p levels raise the latter to about 20 %. At room temperature most donors are thus ionized, and $ka=1.0$ at energy $k_BT$ lies outside the range of the formula. Lattice vibrations alone hold the mobility there to roughly $1400\ \mathrm{cm^2/Vs}$. The value $3200\ \mathrm{cm^2/Vs}$ is a freeze-out result, not a room-temperature limit.

### A second case: compensated silicon

Suppose that $N_A$ acceptors are also present, with the neutral-donor density held at $10^{17}\ \mathrm{cm^{-3}}$. Each acceptor takes an electron from a donor, which leaves $2N_A$ charged centres even at low temperature. Their screened potential energy is $\pm e^2e^{-\kappa r}/(4\pi\epsilon r)$, whose Fourier transform has magnitude $e^2/[\epsilon(q^2+\kappa^2)]$. In the Born approximation the amplitude is $m/(2\pi\hbar^2)$ times this, or $2/[a(q^2+\kappa^2)]$, with $q^2=2k^2(1-\cos\theta)$. Writing $y=1-\cos\theta$ and $\beta=4k^2/\kappa^2$,

$$\sigma_c=\frac{8\pi}{a^2}\int_0^2\frac{y\,dy}{(2k^2y+\kappa^2)^2}=\frac{2\pi}{a^2k^4}\left[\ln(1+\beta)-\frac{\beta}{1+\beta}\right],$$

where the integral follows from the substitution $u=2k^2y+\kappa^2$.

The screening comes from electrons redistributing among the donors. A fraction $p=N/(N+N_A)$ of the donors is occupied, and a small potential changes the occupied density in proportion to $(N+N_A)p(1-p)$. Thus $\kappa^2=e^2n_s/(\epsilon k_BT)$ with $n_s=NN_A/(N+N_A)$.

At 30 K and $N_A=10^{15}\ \mathrm{cm^{-3}}$, the charged centres alone would give about $15\,000\ \mathrm{cm^2/Vs}$; together with the neutral donors the mobility is about $2400$. At $N_A=10^{16}\ \mathrm{cm^{-3}}$ the two values are about $2600$ and $1300$. The Born approximation is poor for electrons this slow: near $ka=0.3$ it overstates the cross section of the same screened potential about twofold for attractive centres and four- to sixfold for repulsive ones. Exact phase shifts raise the charged-centre mobilities to about $25\,000$ and $5100$, and the combined ones to about $2700$ and $1900\ \mathrm{cm^2/Vs}$. Linear screening is doubtful as well, because it assumes potential energies small compared with $k_BT$: at the distance $1/\kappa$ the unscreened energy $e^2\kappa/(4\pi\epsilon)$ is already 1.2 and 3.5 times $k_BT$ in the two cases. These figures therefore indicate size only. They suggest that one acceptor per hundred neutral donors is already noticeable, and that one per ten lowers the mobility substantially.

The combined values are lower than the sum of inverse mobilities would suggest. For the first case that sum gives $(1/3190+1/14556)^{-1}=2600\ \mathrm{cm^2/Vs}$. The reason is that rates add at each energy, before averaging. With constant $\tau_1$ for neutral donors and $\tau_2(E)$ for charged ones, the combined time $h=\tau_1\tau_2/(\tau_1+\tau_2)$ has $d^2h/d\tau_2^2=-2\tau_1^2/(\tau_1+\tau_2)^3<0$. The average of such a concave function is at most the function of the average, so the true mobility cannot exceed the simple sum's value.

### The real material

The mass and permittivity used here are typical of silicon, and $10^{17}\ \mathrm{cm^{-3}}$ is an ordinary doping level. The single mass is the assumption that moves the number most among the neutral-donor corrections computed here. The value 0.26 suits the response to a field, but the density-of-states mass of one valley is $0.32\,m_0$. Using the latter in the scattering rate, and keeping the former in $\mu=e\tau/m$, raises the result to about $4900\ \mathrm{cm^2/Vs}$. Separately, real shallow donors bind more strongly than the model's 25.8 meV. A radius $\hbar/\sqrt{2mE_b}=1.8$ nm, taken from the decay of a state bound by 45 meV, gives about $4200\ \mathrm{cm^2/Vs}$. Both are alternative choices of input, not corrections to be added. Exchange between electrons in different valleys, the effect of the splitting of the donor level on scattering, and hopping between donors have not been computed.

Lattice scattering is a smaller matter at 30 K. Scaling the rough room-temperature mobility as $T^{-3/2}$, the law for acoustic phonons, gives about $4\times10^4\ \mathrm{cm^2/Vs}$, more than ten times the neutral-donor value. This is an underestimate, because phonons of higher energy also scatter electrons at room temperature and are frozen out at 30 K.

### Changing the donor density

Within the formula $\mu_N\propto1/N$. At $10^{16}\ \mathrm{cm^{-3}}$ it gives $32\,000\ \mathrm{cm^2/Vs}$, close enough to the lattice mobility at 30 K that lattice scattering can no longer be neglected. Towards higher density the picture of separate atoms fails. At $10^{17}\ \mathrm{cm^{-3}}$ the donors are on average 21.5 nm apart, and $N^{1/3}a=0.11$; a tenfold increase in $N$ brings this to 0.24, near the rough value of one quarter at which donor electrons cease to be localized. The smaller radius of real donors shifts this point to a higher density. Even at $10^{17}\ \mathrm{cm^{-3}}$ the mean free path at energy $k_BT$ is 28 nm, little more than the donor spacing, and its product with $k$ is 3.7. Treating collisions as independent is therefore only a rough approximation there.

Erginsoy's formula with the stated inputs thus gives roughly $3200\ \mathrm{cm^2/Vs}$. For real uncompensated silicon at 30 K the calculation supports only the size, a few thousand $\mathrm{cm^2/Vs}$: the alternative choices of donor radius and mass above raise the number by about a third and a half, respectively.

## Calculated quantities

```
mass 0.26 m0, permittivity 11.7, N = 1.0e+17 cm^-3
donor Bohr radius a = 2.381 nm
donor Rydberg Ry* = 25.84 meV
diagonalized ground state = -25.84 meV
diagonalized 1/<1/r> = 2.381 nm
relaxation time tau = 0.4716 ps
neutral-donor mobility = 0.3190 m2/Vs = 3190 cm2/Vs
thermal average, factor 20, 10 K = 3190 cm2/Vs
thermal average, factor 20, 30 K = 3190 cm2/Vs
static exchange: ka, sigma k/a (s wave), sigma k/a (transport, s+p)
  0.1  19.5  19.6
  0.2  23.7  24.3
  0.3  22.9  24.7
  0.4  21.1  24.2
  0.5  19.2  23.0
static-exchange mobility, 10 K = 2649 cm2/Vs
static-exchange mobility, 30 K = 2894 cm2/Vs
example temperature = 30 K, kT = 2.585 meV
ka at energy kT, 30 K = 0.316
ka at energy kT, 300 K = 1.000
energy where ka = 0.5: 6.46 meV
rough masses: transverse 0.19, longitudinal 0.92 m0
conductivity mass = 0.258 m0
density-of-states mass per valley = 0.321 m0
mobility, that mass in the rate = 4907 cm2/Vs
rough real binding energy = 45 meV
radius from real binding = 1.805 nm
mobility with that radius = 4210 cm2/Vs
acceptors 1e+15 cm^-3, 30 K: charged only 14556, with neutral 2352 cm2/Vs
acceptors 1e+16 cm^-3, 30 K: charged only 2623, with neutral 1287 cm2/Vs
rough lattice mobility, 300 K = 1400 cm2/Vs
lattice mobility scaled to 30 K = 4.4e+04 cm2/Vs
30 K: free electrons 3.46e+13 cm^-3, neutral donors 99.97 %
77 K: free electrons 1.32e+16 cm^-3, neutral donors 86.75 %
300 K: free electrons 9.62e+16 cm^-3, neutral donors 3.84 %
N^(1/3) a = 0.111
mean donor spacing N^(-1/3) = 21.5 nm
mean free path at energy kT, 30 K = 27.9 nm
k times mean free path = 3.70
```
